# Notebook on the exchange-correlation hole

## 1. A number that does not move

Take two electrons that repel each other and are bound by springs of constant \(1/4\) to the origin (Hooke's atom, Hartree atomic units throughout). Find one electron at distance \(r\) from the origin and ask by how much the density of "the other electron" falls short of the ordinary density \(n\). Right on top of the first electron the shortfall is \(-0.0703\) bohr\(^{-3}\) for \(r=0\), \(-0.0523\) for \(r=1\) and \(-0.0173\) for \(r=2\): it changes by a factor of four. Integrated over all space, the shortfall is \(-1.00000000\) electrons in all three cases. One piece of it, called correlation below, removes \(0.062673\) electrons from a sphere of radius \(1.588\) bohr around an electron at the origin and puts \(0.062673\) electrons outside that sphere. The shape varies while the totals \(-1\) and \(0\) stay fixed, and both totals need a reason. The numbers quoted here come from the numerical check, apart from the basis-limit values at the end of entry 5.

## 2. The simplest case: two electrons, solved exactly

The Hamiltonian is
\[ H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+\tfrac18(r_1^2+r_2^2)+\frac1{u},\qquad u=|\mathbf r_1-\mathbf r_2| . \]
With \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\) and \(\mathbf u=\mathbf r_1-\mathbf r_2\), the chain rule gives \(\nabla_{1,2}=\tfrac12\nabla_R\pm\nabla_u\), so the kinetic energy is \(-\tfrac14\nabla_R^2-\nabla_u^2\). Also \(r_1^2+r_2^2=2R^2+u^2/2\), so the spring energy is \(R^2/4+u^2/16\). The Jacobian has magnitude 1, since each Cartesian direction contributes \(|\tfrac12(-1)-\tfrac12(1)|=1\). Try
\[ \psi=C\left(1+\tfrac u2\right)e^{-(r_1^2+r_2^2)/4}=C\,e^{-R^2/2}\,\chi(u),\qquad \chi=\left(1+\tfrac u2\right)e^{-u^2/8}. \]
For the centre of mass, \(\nabla_R^2e^{-R^2/2}=(R^2-3)e^{-R^2/2}\), so \(-\tfrac14(R^2-3)+\tfrac14R^2=\tfrac34\). For the relative motion use \(\nabla^2\chi=(u\chi)''/u\) and write \(u\chi=p\,e^{-u^2/8}\) with \(p=u+u^2/2\), \(p'=1+u\), \(p''=1\). Then \((u\chi)''=[p''-\tfrac u2p'+(\tfrac{u^2}{16}-\tfrac14)p]e^{-u^2/8}\), and
\[ -(u\chi)''+\left(\tfrac{u^2}{16}+\tfrac1u\right)u\chi=\left[-1+\tfrac u2+\tfrac{u^2}2+\tfrac p4+1+\tfrac u2\right]e^{-u^2/8}=\tfrac54\,p\,e^{-u^2/8}. \]
So \(E=\tfrac34+\tfrac54=2\) Ha; the program confirms this by symbolic differentiation in Cartesian coordinates, evaluated at random points. This \(\psi\) is the ground state. If \(\psi_0\) is a real lowest eigenfunction, \(|\psi_0|\) has the same energy expectation and is therefore a lowest eigenfunction too; it cannot be orthogonal to the strictly positive \(\psi\), so the two share one eigenvalue. As \(\psi\) is symmetric, it is multiplied by the singlet spin function \((\alpha\beta-\beta\alpha)/\sqrt2\), whose squared modulus sums to 1 over spins.

The substitution \(s=u^2/4\) gives \(\int_0^\infty u^me^{-u^2/4}du=2^m\Gamma(\tfrac{m+1}2)\), which is \(2,\ 2\sqrt\pi,\ 8,\ 12\sqrt\pi\) for \(m=1,2,3,4\). With \((1+u/2)^2=1+u+u^2/4\) and \(\int e^{-R^2}d^3R=\pi^{3/2}\),
\[ C^{-2}=\pi^{3/2}\,4\pi\,(2\sqrt\pi+8+3\sqrt\pi)=4\pi^{5/2}(8+5\sqrt\pi), \]
that is \(C^2=8.475187\times10^{-4}\) bohr\(^{-6}\). The repulsion energy has one power of \(u\) fewer in each term:
\[ V_{ee}=\frac{2+2\sqrt\pi+2}{8+5\sqrt\pi}=0.447443\ \text{Ha}. \]

The density is \(n(\mathbf r)=2\int\psi^2(\mathbf r,\mathbf r')\,d^3r'=2C^2(2\pi)^{3/2}e^{-r^2/2}\langle1+u+u^2/4\rangle\), the average being over the normalised Gaussian \((2\pi)^{-3/2}e^{-r'^2/2}\). The term \(\mathbf r\cdot\mathbf r'\) averages to zero and \(\langle r'^2\rangle=3\), so \(\langle u^2\rangle=r^2+3\). For \(\langle u\rangle\), write \(s=r'\) and \(\mu\) for the cosine of the angle between the vectors; then
\[ \tfrac12\int_{-1}^1\!\sqrt{r^2+s^2-2rs\mu}\;d\mu=\frac{(r+s)^3-|r-s|^3}{6rs}. \]
Sending \(s\to-s\) in the second term joins both terms into one integral over the whole line, and a partial integration with \(s\,e^{-s^2/2}=-(e^{-s^2/2})'\) follows:
\[ \langle u\rangle=\frac{4\pi}{(2\pi)^{3/2}\,6r}\int_{-\infty}^\infty\! s\,e^{-s^2/2}|r+s|^3ds=\frac{J}{\sqrt{2\pi}\,r},\qquad J=\int_{-\infty}^\infty\! e^{-s^2/2}(r+s)|r+s|\,ds . \]
Split \(J\) at \(\pm r\). On \([-r,r]\) the part odd in \(s\) drops, leaving \(r^2+s^2\); the two tails combine to \((r+s)^2-(r-s)^2=4rs\) on \([r,\infty)\). With \(G=\int_{-r}^re^{-s^2/2}ds=\sqrt{2\pi}\,\mathrm{erf}(r/\sqrt2)\) and \(\int_{-r}^rs^2e^{-s^2/2}ds=G-2re^{-r^2/2}\), the sum is \(J=(r^2+1)G+2re^{-r^2/2}\). Therefore
\[ n(r)=2C^2(2\pi)^{3/2}e^{-r^2/2}\left[\tfrac74+\tfrac{r^2}4+\sqrt{\tfrac2\pi}\,e^{-r^2/2}+\left(r+\tfrac1r\right)\mathrm{erf}\frac r{\sqrt2}\right]. \]
The program integrates this form numerically and finds 2.00000000 electrons.

Given one electron at \(\mathbf r\), the probability density of the other is \(\psi^2(\mathbf r,\mathbf r')/\int\psi^2d^3r'=2\psi^2/n(\mathbf r)\). It holds one electron, while \(n(\mathbf r')\) holds two, so the shortfall integrates to \(1-2=-1\) wherever \(\mathbf r\) is. The on-top value at the origin is
\[ \frac{2C^2}{n(0)}-n(0)=\frac{1.6950\times10^{-3}}{0.089319}-0.089319=0.018977-0.089319=-0.070342\ \text{bohr}^{-3}. \]

## 3. Any number of electrons: the hole and its first sum rule

Let \(x=(\mathbf r,\sigma)\), let \(\int dx\) mean \(\sum_\sigma\int d^3r\), and let \(\Psi(x_1,\dots,x_N)\) be normalised and antisymmetric, with a fixed integer \(N\). Since \(|\Psi|^2\) is symmetric, all electrons and all pairs contribute equally, and
\[ n(\mathbf r_1)=N\sum_{\sigma_1}\int|\Psi|^2dx_2\cdots dx_N,\qquad P(\mathbf r_1,\mathbf r_2)=N(N-1)\sum_{\sigma_1\sigma_2}\int|\Psi|^2dx_3\cdots dx_N . \]
The pair density \(P\) counts ordered pairs. Integrating over \(\mathbf r_2\) completes \(\int dx_2\) and leaves the integral that defines \(n\):
\[ \int P(\mathbf r,\mathbf r')\,d^3r'=(N-1)\,n(\mathbf r). \tag{1} \]
Where \(n(\mathbf r)>0\), the ratio \(P/n(\mathbf r)\) is the density of the other electrons, given one at \(\mathbf r\). The exchange-correlation hole is its difference from the unconditioned density:
\[ n_{xc}(\mathbf r,\mathbf r')=\frac{P(\mathbf r,\mathbf r')}{n(\mathbf r)}-n(\mathbf r'). \tag{2} \]
By (1) and \(\int n=N\),
\[ \int n_{xc}(\mathbf r,\mathbf r')\,d^3r'=(N-1)-N=-1. \tag{3} \]
The missing electron is the one at \(\mathbf r\). The integral runs over all space; over a part of space no fixed value follows. Since \(P\ge0\), also \(n_{xc}\ge-n(\mathbf r')\): no more density can be removed than is there. Nothing about the Hamiltonian was used.

The hole carries the interaction energy. The \(N(N-1)/2\) terms of \(\sum_{i<j}1/r_{ij}\) have equal expectation values, so \(V_{ee}=\tfrac12\iint P/|\mathbf r-\mathbf r'|\). Inserting \(P=n(\mathbf r)n(\mathbf r')+n(\mathbf r)n_{xc}\),
\[ V_{ee}=U+\frac12\iint\frac{n(\mathbf r)\,n_{xc}(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad U=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'. \tag{4} \]

Limit \(N=1\): there are no pairs, \(P=0\), and \(n_{xc}=-n(\mathbf r')\), which integrates to \(-1\) and saturates the lower bound. The hole term in (4) is then \(-U\) and \(V_{ee}=0\), as it must be for a single electron.

Check on Hooke's atom: for spherical densities the angular average
\[ \tfrac12\int_{-1}^1\frac{d\mu}{\sqrt{r^2+r'^2-2rr'\mu}}=\frac{(r+r')-|r-r'|}{2rr'}=\frac1{\max(r,r')} \tag{5} \]
applies. The regions \(r'<r\) and \(r'>r\) contribute equally to \(U\), so \(U=\int4\pi r^2n(r)Q(r)/r\,dr\) with \(Q(r)\) the number of electrons inside \(r\). This gives \(U=1.030250\) Ha, and \(V_{ee}-U=0.447443-1.030250=-0.582807\) Ha. Direct quadrature of the hole term in (4) gives \(-0.582807\) Ha, and the program asserts the agreement.

## 4. One determinant: the exchange hole

The Kohn–Sham state \(\Phi\) is the ground state of \(N\) non-interacting electrons in a local potential \(v_s\) chosen so that its density equals the density \(n\) of \(\Psi\). It is assumed here to exist and to be a single determinant of orthonormal spin-orbitals \(\varphi_1,\dots,\varphi_N\). The exchange hole \(n_x\) is (2) evaluated with the pair density \(P_\Phi\) of \(\Phi\). Write
\[ \Phi=\frac1{\sqrt{N!}}\sum_\pi\mathrm{sgn}(\pi)\prod_{k=1}^N\varphi_{\pi(k)}(x_k),\qquad\gamma(x,x')=\sum_{i=1}^N\varphi_i(x)\varphi_i^*(x'). \]
The square \(|\Phi|^2\) is a double sum over permutations \(\pi,\tau\), and each integral over \(x_k\) gives \(\delta_{\pi(k)\tau(k)}\) by orthonormality.

For the density, integrate over \(x_2,\dots,x_N\). The permutations must agree on \(N-1\) places and hence everywhere, the sign product is \(+1\), and \((N-1)!\) permutations have \(\pi(1)=i\). The spin-resolved density is \(N\frac{(N-1)!}{N!}\sum_i|\varphi_i(x)|^2=\gamma(x,x)\).

For the pair density, integrate over \(x_3,\dots,x_N\). Now \(\tau\) agrees with \(\pi\) on places \(3,\dots,N\), and the two remaining labels \(i=\pi(1)\), \(j=\pi(2)\) appear in \(\tau\) either in the same order (sign product \(+1\)) or swapped (one transposition, sign product \(-1\)). Each ordered pair \(i\ne j\) arises from \((N-2)!\) permutations \(\pi\), and \(N(N-1)(N-2)!/N!=1\). So
\[ P_\Phi(x,x')=\sum_{i\ne j}\left[|\varphi_i(x)|^2|\varphi_j(x')|^2-\varphi_i(x)\varphi_j^*(x)\,\varphi_j(x')\varphi_i^*(x')\right]. \]
For \(i=j\) the bracket vanishes, so the restriction can be dropped and the sums factorise. The second term becomes \(\gamma(x,x')\gamma(x',x)\), and \(\gamma(x',x)=\gamma^*(x,x')\):
\[ P_\Phi(x,x')=\gamma(x,x)\,\gamma(x',x')-|\gamma(x,x')|^2. \tag{6} \]
Summing over both spins turns the first term into \(n(\mathbf r)n(\mathbf r')\), which cancels against the subtraction in (2):
\[ n_x(\mathbf r,\mathbf r')=-\frac{\sum_{\sigma\sigma'}|\gamma(\mathbf r\sigma,\mathbf r'\sigma')|^2}{n(\mathbf r)}\le0. \tag{7} \]
A sum of squared moduli over a positive density, with a minus sign from one transposition, is nowhere positive. It is zero exactly where all spin components of \(\gamma\) vanish. No common spin axis was assumed, and (7) holds for any determinant taken with its own density.

The sum rule follows from (3), because \(\Phi\) is an \(N\)-electron state. It also follows from (7) alone. Orthonormality makes \(\gamma\) idempotent,
\[ \int\gamma(x,x')\gamma(x',x)\,dx'=\sum_{ij}\varphi_i(x)\,\delta_{ij}\,\varphi_j^*(x)=\gamma(x,x), \]
and the sum over \(\sigma\) gives \(n(\mathbf r)\), so
\[ \int n_x(\mathbf r,\mathbf r')\,d^3r'=-\frac{n(\mathbf r)}{n(\mathbf r)}=-1. \tag{8} \]
The exchange energy \(E_x=\tfrac12\iint n\,n_x/|\mathbf r-\mathbf r'|\) has a non-positive integrand that by (8) is not identically zero, so \(E_x<0\).

The program tests (6), (7) and (8) on a lattice of four sites with spin, where integrals become sums. It tabulates determinants of random complex, non-collinear orbitals for \(N=2,3,4\), sums \(|\Phi|^2\) directly and compares. For \(N=4\) the largest entry of the hole is \(-0.063854\).

Limit of collinear spins: if each orbital has pure spin, \(\gamma\) vanishes for \(\sigma\ne\sigma'\), and (6) gives \(P_\Phi=n_\uparrow(\mathbf r)n_\downarrow(\mathbf r')\) for opposite spins, which are therefore uncorrelated in \(\Phi\). At \(\mathbf r'=\mathbf r\), \(\gamma(\mathbf r\sigma,\mathbf r\sigma)=n_\sigma\), so
\[ n_x(\mathbf r,\mathbf r)=-\frac{n_\uparrow^2+n_\downarrow^2}{n}, \]
which is \(-n\) for full polarisation and \(-n/2\) for a closed shell. Both the product form and this formula are asserted on a lattice state with two up electrons and one down.

Limit of the two-electron singlet: one spatial orbital \(\varphi=\sqrt{n/2}\) is doubly occupied. It solves \(-\tfrac12\nabla^2\varphi+v_s\varphi=\varepsilon\varphi\) with \(v_s=\varepsilon+\nabla^2\varphi/(2\varphi)\), and being positive it is the ground state by the argument of entry 2, so the assumption on \(\Phi\) is met. Then
\[ n_x=-\frac{2\varphi^2(\mathbf r)\varphi^2(\mathbf r')}{n(\mathbf r)}=-\tfrac12n(\mathbf r'),\qquad E_x=-\tfrac12U. \]
For Hooke's atom \(E_x=-1.030250/2=-0.515125\) Ha \(=-14.017\) eV. This hole does not follow the reference electron; it removes the self-repulsion contained in \(U\).

## 5. More than one orbital: beryllium

For a closed shell with real spatial orbitals, collect their values in vectors \(\mathbf p=(\varphi_a(\mathbf r))\) and \(\mathbf q=(\varphi_a(\mathbf r'))\). Each spin has \(\gamma=\mathbf p\cdot\mathbf q\), and \(n(\mathbf r)=2|\mathbf p|^2\). With \(\theta\) the angle between the vectors,
\[ n_x=-\frac{2(\mathbf p\cdot\mathbf q)^2}{2|\mathbf p|^2}=-\tfrac12\,n(\mathbf r')\cos^2\theta . \]
One orbital means \(\cos^2\theta=1\), the previous limit; with two or more the hole can reach zero.

The example is the Be atom with Kohn–Sham orbitals from the local density approximation (Slater exchange, VWN correlation) in the cc-pVTZ basis. This determinant approximates the exact Kohn–Sham one, so the digits belong to this level of theory, while (7) and (8) hold for it exactly. The occupied orbitals are \(1s\) and \(2s\), with values in bohr\(^{-3/2}\):

| \(r\) (bohr) | \(1s\) | \(2s\) | \(n\) (bohr\(^{-3}\)) |
|---|---|---|---|
| 0.2 | 1.876360 | −0.358084 | 7.297900 |
| 1.0 | 0.112007 | 0.093152 | 0.042446 |
| 3.0 | 0.000158 | 0.049263 | 0.004854 |

At \(r=0.2\), \(n=2(1.876360^2+0.358084^2)=7.2979\) and the on-top hole is half of that with a minus sign, \(-3.6490\) bohr\(^{-3}\). At \(r=3\) it is \(-0.0024\), and at all three radii the hole integrates to \(-1.00000000\). For this test the program builds \(P_\Phi\) without \(\gamma\): each spin gives \(|\mathbf p|^2|\mathbf q|^2-(\mathbf p\cdot\mathbf q)^2=(p_1q_2-p_2q_1)^2\) for parallel pairs, as expanding both sides shows, and the two antiparallel orderings give \(2\cdot\tfrac n2\cdot\tfrac{n'}2\).

For the core electron at \(r=0.2\), \(\gamma\) changes sign:
\[ r'=1:\quad 1.876360\times0.112007-0.358084\times0.093152=+0.1768, \]
\[ r'=3:\quad 1.876360\times0.000158-0.358084\times0.049263=-0.0173 . \]
By continuity it vanishes in between, at \(r'=1.539\) bohr. On that sphere the hole touches zero, and it is negative again outside, where it holds \(-0.022\) electrons; the remaining \(-0.978\) lies inside. "Nowhere positive" cannot be sharpened to "everywhere negative". Since \(\gamma\) depends only on \(r\) and \(r'\) for \(s\) orbitals, (5) reduces \(E_x\) to a double radial integral, which gives \(-2.642072\) Ha \(=-71.89\) eV, in asserted agreement with the analytic exchange integrals over the basis. This is the exchange energy of the determinant, not the value of the local exchange functional. The cc-pVTZ digits are not converged in the basis. With 36 even-tempered \(s\) functions, close to the basis limit of the same functional, \(E_x\) is \(-2.6366\) Ha (a shift of 0.0055 Ha, or 0.15 eV), the densities at \(r=0.2,\ 1,\ 3\) are \(7.276,\ 0.04304,\ 0.00490\) bohr\(^{-3}\), the \(1s\) value at \(r=3\) is \(0.000216\) bohr\(^{-3/2}\), and the zero of the hole lies at \(1.531\) bohr with \(-0.023\) electrons beyond it.

## 6. The difference: the correlation hole

Because \(\Psi\) and \(\Phi\) share \(n\), the subtracted densities cancel:
\[ n_c=n_{xc}-n_x=\frac{P-P_\Phi}{n(\mathbf r)},\qquad\int n_c(\mathbf r,\mathbf r')\,d^3r'=-1-(-1)=0. \tag{9} \]
Exchange already accounts for the whole missing electron, and correlation can only move charge around. For each \(\mathbf r\), \(n_c\) either vanishes for almost all \(\mathbf r'\) or takes both signs. In the limit without interaction \(\Psi=\Phi\) and \(n_c=0\), provided the non-interacting ground state is non-degenerate. In a degenerate open shell several determinants can share the density \(n\); then \(n_x\) depends on which one is taken as \(\Phi\), and \(n_c\) need not vanish in that limit. If the repulsion is scaled by \(\lambda\in[0,1]\) while the external potential is adjusted to keep \(n\) fixed, (3) holds for every \(\lambda\), so the hole averaged over \(\lambda\) integrates to \(-1\) and its correlation part to \(0\) by linearity.

In Hooke's atom with the reference electron at the origin, \(r'=u\) and
\[ n_c(0,u)=n(u)\left[\frac{P(0,u)}{n(0)\,n(u)}-\frac12\right],\qquad P(0,u)=2C^2\left(1+\tfrac u2\right)^2e^{-u^2/2}. \]
At \(u=0\) the ratio is \(0.018977/0.089319=0.212\), below \(\tfrac12\), and \(n_c=-0.070342+0.044660=-0.025682\) bohr\(^{-3}\). At large \(u\) the Gaussians cancel and both polynomials grow as \(u^2/4\), so the ratio tends to \(1/[(2\pi)^{3/2}n(0)]=1/(15.75\times0.089319)=0.711\), above \(\tfrac12\). In between, \(n_c\) is \(-0.014754\), \(-0.005266\), \(+0.000800\), \(+0.000230\) bohr\(^{-3}\) at \(u=0.5,1,2,3\) bohr. The program asserts a single sign change on a grid up to \(u=8\), locates it at \(u_0=1.58757\) bohr, and asserts that the charges \(-0.062673\) inside and \(+0.062673\) outside cancel. For this reference point the positive part is shallow but is weighted by the factor \(4\pi u^2\); for a reference electron far from the origin it need not be shallow.

A hole of zero charge still has energy. By (9), \(\int n_c/u\,d^3r'=\int n_c\,(1/u-1/u_0)\,d^3r'\), and with one sign change at \(u_0\) the two factors have opposite signs on both sides, so this reference point contributes negatively. Summed over all reference points,
\[ U_c=V_{ee}-U-E_x=-0.582807+0.515125=-0.067682\ \text{Ha}=-1.842\ \text{eV}, \]
13% of \(E_x\) in this model. The sign is general when \(\Psi\) is a ground state. Let \(T_c\) be the kinetic energy of \(\Psi\) minus that of \(\Phi\). The state \(\Phi\) minimises the expectation of \(T+\sum_iv_s(\mathbf r_i)\), and \(\Psi\) has the same \(\int n\,v_s\), so \(T_c\ge0\). The state \(\Psi\) minimises \(H\), and \(\Phi\) has the same external energy, so \(T_c+U_c\le0\). Hence \(U_c\le-T_c\le0\). The correlation energy of density functional theory is the sum \(E_c=T_c+U_c\), so \(U_c\) is a lower bound to it and not its value.

## 7. Removing the assumptions one at a time

**Not a determinant, formula (7) kept.** For any \(\Psi\), \(\gamma(x,x')=N\int\Psi(x,\dots)\Psi^*(x',\dots)\) over the other coordinates is Hermitian, so \(\gamma=\sum_kf_k\varphi_k(x)\varphi_k^*(x')\) with a complete orthonormal set of natural orbitals. The number \(f_k=\langle\varphi_k|\gamma|\varphi_k\rangle\) is the expectation of \(\sum_i|\varphi_k\rangle\langle\varphi_k|_i\). Expand \(\Psi=\sum_Ic_I\Phi_I\) in determinants of these orbitals. Each contains \(\varphi_k\) once or not at all and is an eigenstate with eigenvalue 1 or 0, so \(f_k=\sum_{I\ni k}|c_I|^2\in[0,1]\). Repeating the calculation that led to (8),
\[ -\frac1{n(\mathbf r)}\sum_\sigma\int|\gamma(x,x')|^2dx'=-\frac{\sum_{k\sigma}f_k^2|\varphi_k(\mathbf r\sigma)|^2}{\sum_{k\sigma}f_k|\varphi_k(\mathbf r\sigma)|^2}\ge-1, \]
because \(f_k^2\le f_k\), with strict inequality where a fractionally occupied orbital is nonzero. For a random antisymmetric three-electron lattice state with occupations from 0.1117 to 0.7052 this expression is \(-0.5230\) at site 0, while the true hole (2) sums to \(-1.0000000000\). Formula (7) with fractional occupations is not the hole of any state with fixed \(N\) at such points.

**Not a determinant, sign of the hole.** On four sites take the equal superposition of two determinants, one with (site 0 up, site 1 down) and one with (site 2 up, site 3 down). No configuration occurs in both, so probabilities add and \(n=\tfrac12\) on each site. An electron found at site 0 has its partner at site 1 with certainty, so \(P/n=(0,1,0,0)\) and \(n_{xc}=(-\tfrac12,+\tfrac12,-\tfrac12,-\tfrac12)\), as computed. The sum is \(-1\), yet one entry is positive. The statistical mixture of the two determinants has the same probabilities and the same hole, so the sign theorem fails for ensembles of determinants as well.

**Fluctuating electron number.** For a mixture with weights \(w_N\), both \(P\) and \(n\) are weighted sums, \(\int n=\bar N=\sum w_NN\), and (1) gives \(\int P\,d^3r'=\sum w_N(N-1)n_N(\mathbf r)\). Writing \(N-1=(N-\bar N)+(\bar N-1)\) and using \(\sum w_Nn_N=n\),
\[ \int n_{xc}\,d^3r'=-1+\sum_Nw_N\,(N-\bar N)\,\frac{n_N(\mathbf r)}{n(\mathbf r)} . \]
For a single \(N\) the extra term vanishes and (3) returns, also for mixtures of states of that \(N\). For an equal mixture of \(N=2\) and \(3\), \(\bar N=\tfrac52\) and the extra term is \(\tfrac12(n_3-n_2)/(n_2+n_3)\). With the lattice values \(n_2=0.472202\) and \(n_3=0.825293\) at site 0,
\[ -1+\frac{0.5\times0.353091}{1.297495}=-1+0.1361=-0.8639, \]
which the direct sum over the mixed pair density reproduces. Finding an electron at this site makes the three-electron member more probable than its weight \(\tfrac12\), and the expected number of companions rises by 0.1361 above \(\bar N-1\).

## Computed results

```
lattice det N=4: hole sum site0 = -1.0000000000, max hole = -0.063854
lattice correlated N=3: xc hole sum site0 = -1.0000000000
  -sum|gamma|^2/n site0 = -0.522975; occupations 0.1117..0.7052
50/50 mixture N=2,3 site0: n2 = 0.472202, n3 = 0.825293, sum = -0.863933
two-determinant state, hole of site0: [-0.5  0.5 -0.5 -0.5]
Hooke: E = 2.00000000 Ha, C^2 = 8.475187e-04 bohr^-6, int n = 2.00000000
 r = 0.0 bohr: n = 0.089319 bohr^-3, P(r,r) = 1.6950e-03 bohr^-6
  on-top xc,x,c = -0.070342 -0.044660 -0.025682 bohr^-3
  integrals xc,x,c = -1.00000000 -1.00000000 4.4e-16 electrons
 r = 1.0 bohr: n = 0.062328 bohr^-3, P(r,r) = 6.2357e-04 bohr^-6
  on-top xc,x,c = -0.052324 -0.031164 -0.021160 bohr^-3
  integrals xc,x,c = -1.00000000 -1.00000000 -1.3e-15 electrons
 r = 2.0 bohr: n = 0.018947 bohr^-3, P(r,r) = 3.1046e-05 bohr^-6
  on-top xc,x,c = -0.017309 -0.009474 -0.007835 bohr^-3
  integrals xc,x,c = -1.00000000 -1.00000000 -4.9e-15 electrons
 r=0,u=0.5 bohr: n_x = -0.040922, n_c = -0.014754 bohr^-3
 r=0,u=1.0 bohr: n_x = -0.031164, n_c = -0.005266 bohr^-3
 r=0,u=2.0 bohr: n_x = -0.009474, n_c = 0.000800 bohr^-3
 r=0,u=3.0 bohr: n_x = -0.001087, n_c = 0.000230 bohr^-3
 r=0: n_c changes sign at u0 = 1.58757 bohr
 n_c charge inside -0.062673, outside 0.062673 electrons
 V_ee = 0.447443 Ha, U = 1.030250 Ha, xc-hole energy = -0.582807 Ha
 E_x = -0.515125 Ha = -14.0173 eV
 U_c = -0.067682 Ha = -1.8417 eV
Be LDA/cc-pVTZ: E_tot = -14.446270 Ha, int n = 4.00000000
 r = 0.2 bohr: 1s = 1.876360, 2s = -0.358084 bohr^-3/2
  n = 7.297900, on-top n_x = -3.648950 bohr^-3, int = -1.00000000
 r = 1.0 bohr: 1s = 0.112007, 2s = 0.093152 bohr^-3/2
  n = 0.042446, on-top n_x = -0.021223 bohr^-3, int = -1.00000000
 r = 3.0 bohr: 1s = 0.000158, 2s = 0.049263 bohr^-3/2
  n = 0.004854, on-top n_x = -0.002427 bohr^-3, int = -1.00000000
 ref r=0.2: n_x = 0 at r' = 1.5386 bohr; charge beyond = -0.022345 electrons
 E_x from hole = -2.642072 Ha = -71.894 eV
 E_x from analytic integrals = -2.642072 Ha
```
